\section*{Why symmetry planes reflect specularly between diffuse trench walls}

\section{A plane that is not a wall}

\textbf{Q.} I simulate deposition in a periodic array of trenches. To save work I keep half a trench and half of the land beside it. Every real surface in my model re-emits molecules diffusely, yet I am told to make the two cut planes perfect mirrors. Why should they obey a different law?

\textbf{A.} Because there is no matter at the cut planes to scatter anything. A molecule that reaches one flies on into the next half cell. The boundary condition has to reproduce that flight, and the law of a surface has no bearing on it.

Let $x$ run across the trenches, $y$ along them and $z$ upwards. The array has pitch $P$ and is uniform along $y$. Each trench is symmetric about its middle, $x=0$, so the middle of the land, $x=P/2$, is a mirror plane too. Molecules fly straight between surfaces. On arrival they stick with probability $\beta$ or leave by the cosine law.

Now follow one molecule through the whole array, but record only where it sits relative to the nearest trench, without distinguishing left from right. First shift $x$ by a whole number of pitches into $[-P/2,P/2)$, then drop the sign:
\begin{equation}
\xi=\left[(x+P/2)\bmod P\right]-P/2,\qquad X=|\xi| .
\end{equation}
Between shifts $\dot\xi=v_x$, so
\begin{equation}
\dot X=\sigma v_x,\qquad \sigma=\operatorname{sign}\xi .
\end{equation}
When the molecule crosses a trench centre, $\xi$ passes through zero and $\sigma$ changes sign while $X=0$. When it crosses the middle of the land, $\xi$ jumps between $P/2$ and $-P/2$; again $\sigma$ changes sign, while $X=P/2$. At both planes the recorded velocity therefore changes as
\begin{equation}
(V_x,v_y,v_z)\longrightarrow(-V_x,v_y,v_z).
\end{equation}
This is specular reflection. The real molecule has kept its velocity; we have switched to describing its mirror image.

\textbf{Q.} That settles the free flight. But after crossing, the real molecule hits the other wall and scatters at random. Does its image scatter correctly from my wall?

\textbf{A.} Yes, if the surface law respects the mirror. Let $M$ reverse the $x$ component of a vector. For a wall with unit normal $\mathbf n$ pointing into the gas, the cosine law makes the probability of an outgoing direction proportional to $\mathbf v\cdot\mathbf n$. The opposite wall has normal $M\mathbf n$, and
\begin{equation}
(M\mathbf v)\cdot(M\mathbf n)=\mathbf v\cdot\mathbf n ,
\end{equation}
because a reflection preserves scalar products. It also preserves volumes in velocity space. If $\beta$ is equal at mirror points, the probability density $K$ for arriving with $\mathbf v'$ and leaving with $\mathbf v$ obeys
\begin{equation}
K(M\mathbf r;M\mathbf v'\to M\mathbf v)=K(\mathbf r;\mathbf v'\to\mathbf v).
\end{equation}
The next step of the image thus depends on the image's own state and not on which copy of the wall the real molecule hit. The half cell is a complete random process in itself, with diffuse walls and specular planes.

The source must be folded as well. If the half cell receives the same number of molecules per unit area as the array, its flux is the mean over two mirror points,
\begin{equation}
\phi_{\rm half}(X,z)=\tfrac12\left[\phi(X,z)+\phi(-X,z)\right].
\end{equation}
For a mirror-symmetric source the two terms are equal, and the half cell gives the flux at each point.

\textbf{Q.} I had pictured a second molecule coming in from the neighbouring half as mine goes out. Is that wrong?

\textbf{A.} It is right as a statement about averages. No partner need be present at that instant. Let $f$ be the mean density of molecules in position and velocity. With a symmetric source and symmetric surfaces, $f(x,z,v_x,v_z)=f(-x,z,-v_x,v_z)$, so on the centre plane
\begin{equation}
f(0,z,v_x,v_z)=f(0,z,-v_x,v_z).
\end{equation}
Multiply by $|v_x|$: the rate of leaving with one velocity equals the rate of entering with the mirrored velocity, at the same height and time.

This also shows why the plane \emph{must} be a mirror. Suppose a boundary rule turns outgoing velocity $\mathbf v'$ into incoming $\mathbf v$ with probability density $R(\mathbf v'\to\mathbf v)$, and is to serve for whatever molecules arrive. Apply it to a beam with the single velocity $\mathbf v_0$. Symmetry requires everything to come back with $M\mathbf v_0$, so $R(\mathbf v_0\to\mathbf v)=\delta(\mathbf v-M\mathbf v_0)$. Since $\mathbf v_0$ was arbitrary, no randomness is left.

\section{A comparison without symmetry planes}

\textbf{Q.} Can this be checked against a calculation that has no such plane?

\textbf{A.} Yes. For a whole trench one can balance the flux between small wall panels. First remove the $y$ direction. Measure $\theta$ in the $xz$ plane from the surface normal, and let $\alpha$ be the elevation of the flight out of that plane. The cosine of the angle to the normal is $\cos\alpha\cos\theta$, and $d\Omega=\cos\alpha\,d\alpha\,d\theta$. The cosine law becomes
\begin{equation}
\frac1\pi\cos^2\!\alpha\,d\alpha\,\cos\theta\,d\theta
\;\longrightarrow\;\tfrac12\cos\theta\,d\theta ,
\end{equation}
after integration over $\alpha$, since $\int_{-\pi/2}^{\pi/2}\cos^2\!\alpha\,d\alpha=\pi/2$. Hence $\sin\theta$ is uniform on $(-1,1)$.

Next, let two panels be parametrized by arc lengths $s_1,s_2$, with unit tangents $\mathbf t_1,\mathbf t_2$ running in the same sense round the cavity. Their points are a distance $r$ apart along the unit vector $\mathbf e$ from 1 to 2. An element $ds_2$ subtends the angle $\cos\theta_2\,ds_2/r$, so for unit emitted flux the transfer rate per length along $y$ is
\begin{equation}
X_{12}=\iint\frac{\cos\theta_1\cos\theta_2}{2r}\,ds_1ds_2 .
\end{equation}
To integrate this, differentiate the distance. From $\partial r/\partial s_2=\mathbf t_2\cdot\mathbf e$ and $\partial\mathbf e/\partial s_1=-[\mathbf t_1-(\mathbf t_1\cdot\mathbf e)\mathbf e]/r$,
\begin{equation}
\frac{\partial^2r}{\partial s_1\partial s_2}
=-\frac{(\mathbf t_1\cdot\mathbf m)(\mathbf t_2\cdot\mathbf m)}r
=\frac{\cos\theta_1\cos\theta_2}{r},
\end{equation}
where $\mathbf m$ is a unit vector in the plane perpendicular to $\mathbf e$. The last step uses $|\mathbf t\cdot\mathbf m|=\cos\theta$ and the opposite signs of the two products: one goes down one wall and up the other. With panel ends $a_1,b_1$ and $a_2,b_2$,
\begin{equation}
X_{12}=\tfrac12\left(\overline{a_1a_2}+\overline{b_1b_2}
-\overline{a_1b_2}-\overline{b_1a_2}\right).
\end{equation}
If $\phi_i$ is the arriving flux on panel $i$ of length $l_i$, then
\begin{equation}
\phi_i l_i=S_i+\sum_jX_{ij}(1-\beta_j)\phi_j ,
\label{balance}
\end{equation}
where $S_i$ arrives directly from the opening. I set the flux on open flat land to one. Molecules that leave the flat top or the opening upwards do not return in this model, so the flux entering the trench is also one, and $S_i=X_{i,\rm open}$.

\textbf{Q.} What do the two calculations give for a real-sized trench?

\textbf{A.} Take width $w=100$ nm, depth $L=1000$ nm, pitch 200 nm and $\beta=0.01$ on all surfaces. The full trench, with no symmetry plane, has a bottom flux of 0.685. Tracing molecules in the half cell with specular planes gives $0.685\pm0.006$, where the uncertainty is one standard error. In five equal depth bands, from the top, the wall fluxes are 0.868, 0.771, 0.710, 0.676 and 0.667 for the full trench, and 0.869, 0.773, 0.712, 0.676 and 0.666 for the half cell.

\section{The wrong boundary}

\textbf{Q.} Suppose I make the centre plane diffuse anyway. It absorbs nothing. Where is the harm?

\textbf{A.} You have built an extra wall down the middle of the trench. With the other settings unchanged, the traced bottom flux falls to $0.587\pm0.007$. The balance (\ref{balance}) for a trench 50 nm wide with one inert wall gives 0.572, about two standard errors lower. Relative to the true 0.685, the latter value is 17\% too small.

The case of inert walls and a fully absorbing bottom is the clearest. Let $W(L/w)$ be the fraction of entering molecules that reach the bottom. Your half cell is then an ordinary diffuse trench of width $w/2$, so
\begin{equation}
W\!\left(\frac Lw\right)\quad\hbox{is replaced by}\quad
W\!\left(\frac L{w/2}\right)=W\!\left(\frac{2L}{w}\right).
\end{equation}
The aspect ratio has been doubled. Full-trench calculations give $W(10)=0.241$ and $W(20)=0.154$. The specular half cell gives $0.241\pm0.002$ and the diffuse one $0.151\pm0.002$, the latter again about two standard errors from its prediction.

\textbf{Q.} Why does an inert surface slow the transport?

\textbf{A.} It destroys the memory of direction. A flight from wall to wall at angle $\theta$ changes the height by $w\tan\theta$. A mirror at the centre preserves this: the two halves each contribute $(w/2)\tan\theta$ with the same $\theta$. A diffuse plane draws a new angle for the second half. Upward and downward angles are equally likely, so the cross term averages to zero:
\begin{align}
\text{mirror:}\quad&\langle\Delta z^2\rangle=w^2\langle\tan^2\theta\rangle,\\
\text{diffuse:}\quad&\langle\Delta z^2\rangle
=2\left(\frac w2\right)^2\langle\tan^2\theta\rangle
=\frac{w^2}{2}\langle\tan^2\theta\rangle .
\end{align}
The crossing spreads molecules half as effectively. This is an estimate, because with $s=\sin\theta$ the average $\int_0^1 s^2/(1-s^2)\,ds$ diverges logarithmically; the finite depth cuts it off, and I have used the same cutoff in both lines. It also ignores the ends of the trench. The computed transmission falls by a factor $0.154/0.241=0.64$, not by one half. I have not separated the contributions of the cutoff and the ends to that difference.

\textbf{Q.} My code passes a test in which nothing sticks and the flux must be uniform. Would that have revealed the mistake?

\textbf{A.} No. Everything emitted by panel $j$ must land on another panel or leave through the opening. Since $X_{ij}=X_{ji}$, this means
\begin{equation}
\sum_jX_{ij}+X_{i,\rm open}=l_i .
\end{equation}
Put $\beta_j=0$ and $\phi_j=1$ into (\ref{balance}): the right side is $X_{i,\rm open}+\sum_jX_{ij}=l_i$, which equals the left side. The argument holds for any width, and so also for the half-width trench made by a diffuse plane. In velocity space, a uniform isotropic gas is unchanged by either kind of reflection. The traced bottom fluxes are $0.985\pm0.011$ with the mirror and $0.973\pm0.015$ with the diffuse plane, both within two standard errors of one. With a uniform, isotropic source and steady flow, a test of the flux needs absorption to distinguish them.

\textbf{Q.} Does the plane above the land matter too? It meets gas only above the array.

\textbf{A.} It does if your cell includes a gas layer. A mirror leaves $v_z$ alone, so every molecule launched downwards arrives. Diffuse planes send some back up. For a layer 100 nm high between planes 100 nm apart, and with surfaces that absorb every arrival, tracing gives an arriving fraction of 0.685; for a trench of equal width and depth, with inert walls and a fully absorbing bottom, (\ref{balance}) gives a transmission of 0.684. The loss depends on the height of the layer, which should have no effect here.

\section{When half a trench is not enough}

\textbf{Q.} Suppose the incoming beam is tilted. May I still use the half cell?

\textbf{A.} For constant sticking it gives the average of the two walls, provided you fold the beam. Let all molecules start with $v_x>0$, spread evenly over a pitch. Those with $\xi<0$ acquire $-v_x$ on folding. The half cell must therefore be fed equal numbers with each sign of tilt.

Take a beam whose tilt from the vertical has tangent 0.5, and $\beta=0.3$. It lights one wall to a depth $100/0.5=200$ nm. The full trench deposits 27.4\% of the entering molecules on the left wall and 46.7\% on the right, in total 74.2\%. The folded half cell gives 74.6\% on its single wall; the difference is compatible with counting noise. The total survives, but the left--right difference is lost. To obtain it, simulate a full pitch with periodic boundaries. An asymmetric trench has no mirror plane at all, so it needs the full pitch even for the total.

\textbf{Q.} And if the surface fills up as it reacts?

\textbf{A.} Then, under a tilted beam, even the average fails. Let $\theta_c$ be the local mean coverage and $\beta=\beta_0(1-\theta_c)$. For $s_0$ sites per area and flux $\Phi$ on flat land,
\begin{equation}
\frac{d\theta_c}{dt}=\frac{\beta_0\Phi}{s_0}(1-\theta_c)\phi
=\frac{(1-\theta_c)\phi}{\tau},\qquad
\tau=\frac{s_0}{\beta_0\Phi}.
\label{fill}
\end{equation}
The two walls fill at different rates, so $\beta$ is no longer equal at mirror points, and the condition for folding is gone. For constant but unequal fluxes $a$ and $b$, convexity of the exponential gives
\begin{equation}
1-\tfrac12\left(e^{-at/\tau}+e^{-bt/\tau}\right)
<1-e^{-(a+b)t/2\tau},
\end{equation}
so sharing the flux equally overestimates the mean coverage. In the full calculation the fluxes also change with time. With $\beta_0=0.3$ and $t=3\tau$, the coverages over the top 200 nm are 0.736 on the left and 0.900 on the right, with mean 0.818. The folded calculation gives 0.836, an error of the same sign in this band. Deeper down, where only re-emitted molecules arrive and the fluxes depend on what has stuck above, the sign is reversed at this time and the error is small: between 200 and 400 nm the folded coverage is 0.003 below the true mean of 0.408.

With a symmetric source and an initially symmetric surface there is no such trouble. The mirror image of the solution obeys the same equations from the same starting state, so it is the same solution. The mean coverage remains symmetric, and the half cell is valid throughout the pulse.

\section{A precursor pulse}

\textbf{Q.} What would the diffuse plane do to the pulse time I predict for alumina?

\textbf{A.} Consider the trimethylaluminium half-cycle in the same trench at 473 K, with 0.1 Torr of precursor in a total of 1 Torr. I use a molecular mass of 72.1 u, $s_0=4$ nm$^{-2}$ and $\beta_0=0.01$; the last two are rough. The flux on flat land is the density $p/kT$ times the mean inward normal velocity of a Maxwell gas:
\begin{equation}
\Phi=\frac p{kT}\sqrt{\frac m{2\pi kT}}
\int_0^\infty v\,e^{-mv^2/2kT}dv
=\frac p{kT}\sqrt{\frac{kT}{2\pi m}}
=\frac p{\sqrt{2\pi mkT}} ,
\end{equation}
because the integral equals $kT/m$. Here $\Phi=1.90\times10^5$ nm$^{-2}$s$^{-1}$, so
\begin{equation}
\tau=\frac{4}{0.01\times1.90\times10^5}\,{\rm s}=2.10\ {\rm ms}.
\end{equation}
On flat land $\phi=1$ and (\ref{fill}) gives $\theta_c=1-e^{-t/\tau}$. Coverage of 95\% takes $\tau\ln20=6.3$ ms. The trench bottom needs 7.2 ms in the true geometry and 7.7 ms with a diffuse centre plane. The last place to fill is the wall about 120 nm above the bottom, which in both cases takes some 0.05 ms longer.

\textbf{Q.} That is an error of only 7\%, although the initial bottom flux was wrong by 17\%.

\textbf{A.} As the surface fills, its sticking falls towards zero, and we have seen that both boundaries then give $\phi=1$. The early error fades. Measured as delay behind flat land, however, it is larger: 1.4 ms instead of 0.9 ms. The relative error in the total time grows with sticking, because the flat-land time shrinks while the two delays hardly change. With all else fixed, $\beta_0=0.03$ gives a true time of 3.0 ms and a diffuse-plane time 17\% longer; $\beta_0=0.0033$ gives 19.8 ms and 3\%.

\textbf{Q.} How close is this to a real reactor?

\textbf{A.} The trench and the temperature are in a realistic range, but these are model times, not measured ones. The sticking is uncertain: a factor of three either way moves the true-trench time from 7.2 ms to 3.0 or 19.8 ms. Real pulses also have a finite rise time, and by-products can block sites; the model omits both, as well as desorption and the edges of the array. It also holds the precursor at 0.1 Torr above the array. Walls, bottom and land together have 11 times the area of a flat surface, so filling them takes 44 molecules per nm$^2$ of array, the content of a gas column about 22 mm high. Unless the flow renews the gas fast enough, the supply sets the pulse time, and the real pulse must be longer than the times given here.

Gas collisions can be estimated. For a uniform gas of density $n$ and mean speed $\bar v$ in a non-sticking trench, the molecules inside cover a path $nwL\bar v$ per second and per length along $y$, while $n\bar v w/4$ enter. Dividing gives a mean path per visit of $4L=4000$ nm; tracing gives about 4.0 $\mu$m, once the path in the $xz$ plane is multiplied by the mean of $1/\cos\alpha$ over the $\cos^2\!\alpha$ law, $2/(\pi/2)=4/\pi$, to include the motion along $y$. Flights end on the whole perimeter at the rate $n\bar v(2L+2w)/4$, so the mean flight is
\begin{equation}
\frac{4wL}{2L+2w}=182\ {\rm nm}.
\end{equation}
For hard spheres of diameter $d=0.5$ nm, a rough value applied to all the gas, the free path $kT/(\sqrt2\pi d^2p_{\rm tot})$ is 44 $\mu$m. This means about 0.004 collisions per flight and 0.09 per visit, averaged over all entering molecules. The quarter of them that reach the bottom travel about 12 $\mu$m and make about 0.27 collisions per visit. They alter the transport slightly, but collisions in a mirror-symmetric gas leave the boundary condition intact. One deposited layer, taken as 0.1 nm thick, narrows the trench by 0.2\%. Counting flight time only and no residence on the walls, a visit lasts about 11 ns on average (about 30 ns if it reaches the bottom), some $5\times10^{-6}$ of $\tau$, so the coverage is practically frozen during each visit, as the steady balance (\ref{balance}) assumes. The remaining figures are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
trench width, depth, pitch: 100, 1000, 200 nm
gas layer in half cell: 100 nm; initial sticking 0.01
largest folding error: 1.6e-12 nm
true/projected path, sampled: 1.2723; 4/pi = 1.2732
FRESH SURFACE, bottom flux relative to flat land
 full trench, no plane: 0.6853
 half cell, specular: 0.685 +- 0.006
 half cell, diffuse: 0.587 +- 0.007
 diffuse plane, deterministic: 0.5722
 wall flux in five equal depth bands, top to bottom
  full    : 0.868 0.771 0.710 0.676 0.667
  specular: 0.869 0.773 0.712 0.676 0.666
INERT WALLS, ABSORBING BOTTOM, transmission
 full trench, depth/width 10: 0.2407
 half, specular: 0.2410 +- 0.0021
 full trench, depth/width 20: 0.1542
 half, diffuse: 0.1510 +- 0.0017
NO STICKING ANYWHERE, relative bottom flux
 specular: 0.985 +- 0.011
 diffuse: 0.973 +- 0.015
DIFFUSE PLANES ABOVE ARRAY, fraction arriving
 traced: 0.6852; deterministic: 0.6844
TILTED BEAM, tan(tilt) 0.5, sticking 0.3
 lit depth: 200 nm
 deposited share, left wall: 0.2742
 deposited share, right wall: 0.4674
 sum, full: 0.7416; half: 0.7458
 saturating, time 3 tau, coverage in lit band depth:
  left 0.7358, right 0.8999
  true mean 0.8178, folded 0.8356
PRECURSOR PULSE
 473 K, precursor 0.1 Torr, total 1.0 Torr
 mass 72.1 u, sites 4.0 nm^-2
 arrival rate: 1.902e+05 nm^-2 s^-1; tau: 2.103 ms
 95% on flat land: 6.30 ms
 95% at bottom, true trench: 7.19 ms
 95% at bottom, diffuse plane: 7.71 ms
 ratio diffuse/true: 1.072
 left-right coverage difference: 1.6e-15
 sticking 0.0033: true 19.79 ms, ratio 1.026
 sticking 0.0300: true 3.00 ms, ratio 1.173
NEGLECTED EFFECTS
 molecule diameter 0.5 nm; free path 44.1 um
 mean wall-to-wall flight: 182 nm
 collisions per flight: 0.0041
 path per visit, no sticking: traced 3995 nm, 4*depth 4000 nm
 collisions per visit: 0.091
 mean speed 373 m/s; residence 10.7 ns
 residence/tau: 5.1e-06
 matter wavelength: 0.0148 nm
 narrowing by one 0.1 nm layer: 0.20 %
\end{verbatim}
